# Polarisation fluctuations at fixed electric field and at fixed displacement

A simulation cell of fixed shape, with area $A$, thickness $L$ and volume $\Omega=AL$, is filled by a uniform insulating dielectric at temperature $T$. Its polarisation along $z$, the controlled axis, is $P$. The macroscopic field $E$ and the displacement $D$ along $z$ obey, in SI units,

$$D=\varepsilon_0E+P .$$

Lateral fields are held at zero, and $\varepsilon$ is the $zz$ component of the relative permittivity under that condition. The medium is linear: $\langle P\rangle=\varepsilon_0(\varepsilon-1)E$. Until part (e), $P$ is carried by rigid charges whose positions $x$ are classical thermal coordinates. $H_0(x)$ is the energy at $E=0$, and $k$ is Boltzmann's constant.

## (a) Which energy governs each ensemble?

*Find the energy whose Boltzmann weight applies at fixed $E$, and the one that applies at fixed $D$.*

**Solution.** In a field $E$, a change of configuration that alters the dipole $\Omega P$ receives the work $E\,d(\Omega P)$. The energy that generates the motion therefore satisfies

$$dH=dH_0-\Omega E\,dP .$$

At fixed $E$ this integrates to

$$H_E=H_0-\Omega EP .$$

At fixed $D$ the field follows the configuration, $E=(D-P)/\varepsilon_0$. Since $\int (D-P)\,dP=-\tfrac12(D-P)^2$ up to a constant,

$$H_D=H_0+\frac{\Omega(D-P)^2}{2\varepsilon_0}.$$

The added term is the field energy $\Omega\varepsilon_0E^2/2$. Fixed $D$ corresponds to electrodes with fixed free charge per area, and fixed $E$ to a fixed voltage across a uniform film.

## (b) How does $P$ fluctuate at fixed field?

*Obtain the variance and the shape of the distribution.*

**Solution.** Let $Z(E)=\int dx\,e^{-(H_0-\Omega EP)/kT}$. One derivative gives the mean, and the next gives the variance:

$$\frac{\partial\ln Z}{\partial E}=\frac{\Omega}{kT}\langle P\rangle_E,\qquad
\frac{\partial^2\ln Z}{\partial E^2}=\frac{\Omega^2}{(kT)^2}\,\mathrm{var}_E(P).$$

Differentiating the first relation and equating it to the second yields $\partial\langle P\rangle_E/\partial E=\Omega\,\mathrm{var}_E(P)/kT$. Linearity sets the left side to $\varepsilon_0(\varepsilon-1)$, so

$$\mathrm{var}_E(P)=\frac{kT\varepsilon_0(\varepsilon-1)}{\Omega}.$$

For the shape, integrate the first relation with the linear law:

$$\ln Z(E)=\ln Z(0)+\frac{\Omega\varepsilon_0(\varepsilon-1)E^2}{2kT}.$$

A factor $e^{tP}$ in the average merely shifts the field by $kTt/\Omega$. Hence

$$\ln\langle e^{tP}\rangle_E=\ln Z\!\left(E+\frac{kTt}{\Omega}\right)-\ln Z(E)
=\varepsilon_0(\varepsilon-1)E\,t+\frac{t^2}{2}\,\frac{kT\varepsilon_0(\varepsilon-1)}{\Omega}.$$

This is quadratic in $t$, so $P$ is Gaussian. The conclusion uses linearity at all fields for this cell size, which is an idealisation; part (d) examines a case without it.

## (c) What changes at fixed displacement?

*Relate the two distributions of $P$, then compare their variances.*

**Solution.** Expand the difference of the two energies and complete the square:

$$H_D-H_E=\frac{\Omega}{2\varepsilon_0}\left[P^2-2P(D-\varepsilon_0E)+D^2\right]
=\frac{\Omega}{2\varepsilon_0}(P-D+\varepsilon_0E)^2+\text{constant}.$$

This difference depends on the configuration through $P$ alone, so the distributions obey

$$p_D(P)\propto p_E(P)\exp\!\left[-\frac{\Omega(P-D+\varepsilon_0E)^2}{2\varepsilon_0kT}\right].$$

In a product of Gaussians the inverse variances add:

$$\frac1{\mathrm{var}_D(P)}=\frac{\Omega}{kT\varepsilon_0(\varepsilon-1)}+\frac{\Omega}{kT\varepsilon_0}
=\frac{\Omega}{kT\varepsilon_0(\varepsilon-1)}\,[1+(\varepsilon-1)]
=\frac{\varepsilon}{\mathrm{var}_E(P)} .$$

Therefore

$$\boxed{\mathrm{var}_D(P)=\frac{\mathrm{var}_E(P)}{\varepsilon}=\frac{kT\varepsilon_0}{\Omega}\left(1-\frac1\varepsilon\right)}$$

At fixed $D$ a fluctuation $\delta P$ creates the opposing field $\delta E=-\delta P/\varepsilon_0$, which adds a restoring force. As $\varepsilon\to1$ the two ensembles agree. For large $\varepsilon$ the fixed-$D$ variance approaches $kT\varepsilon_0/\Omega$, which contains no property of the medium; this holds for the rigid charges assumed here, and part (e) shows how electrons change it.

The response at fixed $D$ gives a second route. Differentiating $\ln Z_D$ twice, with $Z_D=\int dx\,e^{-H_D/kT}$, gives

$$-\frac{\Omega}{\varepsilon_0kT}\left(1-\frac{\partial\langle P\rangle_D}{\partial D}\right)
=-\frac{\Omega}{\varepsilon_0kT}+\frac{\Omega^2\,\mathrm{var}_D(P)}{(\varepsilon_0kT)^2},$$

so $\partial\langle P\rangle_D/\partial D=\Omega\,\mathrm{var}_D(P)/(\varepsilon_0kT)$. The linear law $\langle P\rangle=(1-1/\varepsilon)D$ then returns the same variance.

As a numerical test, a harmonic lattice of 13 coupled charged coordinates was given random stiffnesses and charges. Its static response gives $\varepsilon=6.0974$, so $1/\varepsilon=0.16401$; its thermal covariances give a variance ratio of 0.16401.

The smaller variance does not make fixed $D$ the better ensemble for finding a large $\varepsilon$ from fluctuations. With $v=\Omega\,\mathrm{var}_D/(kT\varepsilon_0)=1-1/\varepsilon$, one has $d\varepsilon=\varepsilon^2dv$, and hence $d\varepsilon/\varepsilon=(\varepsilon-1)\,dv/v$. A relative error in the variance that is much smaller than $1/\varepsilon$ is multiplied by $\varepsilon-1$; for larger errors this linear estimate fails. At fixed $E$ the multiplier is $(\varepsilon-1)/\varepsilon$. Faster decorrelation at fixed $D$ recovers part of this gap: for Debye relaxation the correlation time is shorter by $\varepsilon$, so for runs of equal length the relative error of the variance is smaller by $\sqrt\varepsilon$, and the error in $\varepsilon$ is larger at fixed $D$ by about $\sqrt\varepsilon$.

## (d) How large must the cell be?

*Take $N$ independent dipoles $\pm\mu$ along $z$, and find the leading correction to the ratio at $E=0$ and $D=0$.*

**Solution.** Let $j$ be the number of up dipoles minus the number of down dipoles, so $P=\mu j/\Omega$. At $E=0$, independence gives $\mathrm{var}_E(j)=N$, and part (b) identifies $\varepsilon-1=N\mu^2/(\Omega\varepsilon_0kT)$ as the zero-field value. Stirling's expansion of the binomial weight, with its prefactor, is

$$\ln W=\text{constant}-\frac{j^2}{2N}-\frac{j^4}{12N^3}+\frac{j^2}{2N^2}+\dots$$

At $D=0$ the field energy adds $-(\varepsilon-1)j^2/(2N)$. The leading Gaussian has variance $s=N/\varepsilon$. The last term in $\ln W$ lowers the inverse variance by $1/N^2$, a relative change of $+s/N^2=1/(\varepsilon N)$ in the variance. A weak quartic exponent $-bj^4$ changes the variance by

$$-b\left(\langle j^6\rangle-\langle j^2\rangle\langle j^4\rangle\right)=-b(15-3)s^3=-12bs^3 .$$

With $b=1/(12N^3)$ the relative change is $-s^2/N^3=-1/(\varepsilon^2N)$. Adding both,

$$\frac{\varepsilon\,\mathrm{var}_D}{\mathrm{var}_E}=1+\frac{\varepsilon-1}{\varepsilon^2N}+\dots$$

For $\varepsilon=5$ and $N=100$ the correction is $4/2500=1.6\times10^{-3}$; explicit summation gives $1.598\times10^{-3}$. At $N=1600$ the sum gives $1.0\times10^{-4}$. At zero field and zero displacement, this model therefore reaches the law of part (c) as $1/N$, provided $N\gg\varepsilon$. The expansion treats $j$ as continuous, whereas $j$ moves in steps of 2; this adds a relative error of size about $2\pi^2s\,e^{-\pi^2s/2}$, negative for even $N$ and positive for odd $N$, which dominates when $s=N/\varepsilon$ is below about 3. For $\varepsilon=80$ and $N=100$ the true deviation is $-5\times10^{-2}$, against $+1.2\times10^{-4}$ from the formula; at $N=800$ the formula holds. At a finite field the dipoles saturate, and the zero-field $\varepsilon$ no longer gives the ratio, however large $N$ is.

## (e) What if electrons follow the nuclei?

*Let the electrons relax to their ground state at each nuclear configuration, with a clamped-nuclei permittivity $\varepsilon_\infty$ that does not depend on the configuration. Find the new ratios.*

**Solution.** Write $P=p+\varepsilon_0(\varepsilon_\infty-1)E$, where $p$ is the polarisation of the nuclear configuration with its electrons relaxed at $E=0$. The relaxed energy obeys $\partial H_E/\partial E=-\Omega P$, hence

$$H_E=H_0-\Omega Ep-\tfrac12\Omega\varepsilon_0(\varepsilon_\infty-1)E^2 .$$

The last term is the same for all configurations, so $p$ takes the place of $P$ in part (b). Its response is $\varepsilon_0(\varepsilon-1)-\varepsilon_0(\varepsilon_\infty-1)$, and

$$\mathrm{var}_E(P)=\mathrm{var}_E(p)=\frac{kT\varepsilon_0(\varepsilon-\varepsilon_\infty)}{\Omega}.$$

At fixed $D$, inserting $P$ into $D=\varepsilon_0E+P$ gives $E=(D-p)/(\varepsilon_0\varepsilon_\infty)$. Integrating $-\Omega E\,dp$ as in part (a) adds $\Omega(D-p)^2/(2\varepsilon_0\varepsilon_\infty)$ to $H_0$. The inverse variances again add:

$$\frac1{\mathrm{var}_D(p)}=\frac{\Omega}{kT\varepsilon_0}\left[\frac1{\varepsilon-\varepsilon_\infty}+\frac1{\varepsilon_\infty}\right]
=\frac{\varepsilon}{\varepsilon_\infty}\,\frac1{\mathrm{var}_E(p)} .$$

The total polarisation is $P=D-\varepsilon_0E$, so at fixed $D$ it fluctuates by $\delta P=\delta p/\varepsilon_\infty$. Dividing the variance of $p$ by $\varepsilon_\infty^2$ gives

$$\frac{\mathrm{var}_D(p)}{\mathrm{var}_E(p)}=\frac{\varepsilon_\infty}{\varepsilon},\qquad
\frac{\mathrm{var}_D(P)}{\mathrm{var}_E(P)}=\frac1{\varepsilon\,\varepsilon_\infty}.$$

Neither ratio is $1/\varepsilon$ unless $\varepsilon_\infty=1$. The factor $\varepsilon$ thus belongs to classical rigid-charge models, or to models in which all the polarisation is thermal and classical. When five coordinates of the lattice in part (c) are slaved in this way, $\varepsilon_\infty=1.5031$, and the computed ratios are 0.24651 for $p$ and 0.10911 for $P$, as the formulas require.

## (f) What does quantum motion do?

*Treat one polar oscillator of mass $m$, charge $q$ and stiffness $K$, with $\varepsilon_\infty=1$.*

**Solution.** With $P=qx/\Omega$, a static field gives $x=qE/K$, so $\varepsilon-1=q^2/(\varepsilon_0\Omega K)$. Fixed $D$ adds the energy $q^2x^2/(2\varepsilon_0\Omega)$ when $D=0$; another value of $D$ merely shifts the centre. The stiffness becomes $K+q^2/(\varepsilon_0\Omega)=\varepsilon K$, and the frequency rises from $\omega_E$ to $\omega_D=\sqrt\varepsilon\,\omega_E$.

Half the mean oscillator energy is potential, so $m\omega^2\mathrm{var}(x)=\tfrac12\hbar\omega\coth(\hbar\omega/2kT)$. Therefore

$$\frac{\mathrm{var}_D}{\mathrm{var}_E}=\frac1{\sqrt\varepsilon}\,
\frac{\coth(\hbar\omega_D/2kT)}{\coth(\hbar\omega_E/2kT)} .$$

For $kT\gg\hbar\omega_D$, $\coth z\approx1/z$ supplies a second factor $1/\sqrt\varepsilon$, and the ratio is $1/\varepsilon$. For $kT\ll\hbar\omega_E$ both hyperbolic factors tend to one, and the ratio is $1/\sqrt\varepsilon$. Grid diagonalization for $\varepsilon=9$ gives 0.3333 at $kT=0.05\,\hbar\omega_E$ and 0.1132 at $kT=6\,\hbar\omega_E$, against limits of $1/3$ and $1/9$.

## (g) Is fixed electrode voltage the same as fixed field?

*Put interface layers in series with the film. Their total vacuum-equivalent thickness is $g$, and the electrode charge adjusts at fixed voltage $V$.*

**Solution.** The layers carry the same $D$, so $V=EL+Dg/\varepsilon_0$. Substituting $D=\varepsilon_0E+P$ gives

$$E=\frac{V}{L+g}-\frac{g}{L+g}\,\frac{P}{\varepsilon_0}.$$

For rigid charges, integrating $-\Omega E\,dP$ adds the quadratic energy $\Omega gP^2/[2\varepsilon_0(L+g)]$. Thus

$$\frac{\mathrm{var}_V(P)}{\mathrm{var}_E(P)}=\left[1+(\varepsilon-1)\frac{g}{L+g}\right]^{-1}.$$

The fixed-$E$ result appears at $g=0$, and the fixed-$D$ result at $g\to\infty$. Fixed voltage acts as fixed field only if $(\varepsilon-1)g\ll L+g$.

## (h) How large are these effects in an electrochemical cell?

*Take $T=300$ K, $\varepsilon=80$, a film of $1.5\times1.5\times3.0$ nm³ and mean $D=2.0$ µC/cm². Evaluate the fluctuations and the neglected effects.*

**Solution.** With $kT=25.85$ meV $=4.142\times10^{-21}$ J and $\Omega=6.75$ nm³,

$$\mathrm{var}_E(P)=\frac{(4.142\times10^{-21})(8.854\times10^{-12})(79)}{6.75\times10^{-27}}
=4.29\times10^{-4}\ (\mathrm{C/m^2})^2,$$

or 4.29 (µC/cm²)². Division by 80 gives 0.0537 (µC/cm²)² at fixed $D$. The rms values are 2.07 and 0.232 µC/cm², a ratio of $\sqrt{80}=8.94$.

The mean field is $D/(\varepsilon_0\varepsilon)=0.282$ MV/cm, and the mean voltage is 0.085 V. At fixed $E$ the electrode charge fluctuates by $A\,\delta P=0.29\,e$ rms. At fixed $D$ the field fluctuates by $\delta P/\varepsilon_0=2.6$ MV/cm and the voltage by 0.78 V, about nine times its mean. The instantaneous voltage therefore often has the opposite sign to the mean. Its rms value scales as $\sqrt{L/A}$, so this is noise of a nanometre-sized cell, not of a large electrode.

The temperature and permittivity are round values for bulk water at room temperature. They do not describe a real water film of this thickness, whose permittivity normal to the electrodes is far below 80; the example shows the size of the effects in a uniform medium. Real interfaces break several assumptions:

- **Interface layers.** A rough 20 µF/cm² at each electrode gives $g=2\varepsilon_0/C=0.0885$ nm, with $C$ the capacitance per area of one layer. Then $\mathrm{var}_V/\mathrm{var}_E=1/(1+79\times0.0885/3.0885)=0.31$. Even thin layers take this cell far from fixed $E$.
- **Electronic polarisation.** With a rough $\varepsilon_\infty=1.8$, the reduction factor is 144 for total $P$ and 44 for its nuclear part, instead of 80. The rms voltage at fixed $D$ falls from 0.78 to 0.58 V.
- **Quantum motion.** From part (f), the quantum variance is the classical one multiplied by $z\coth z$, with $z=\hbar\omega/2kT$. If all the fixed-$D$ variance sat in a libration of roughly 80 meV while the fixed-$E$ variance stayed classical, $\mathrm{var}_D$ would grow by a factor of 1.69 and the reduction factor would fall to 47.
- **Saturation.** Take 33 molecules per nm³, each with a freely turning dipole of 2.3 debye, and a mean-field coupling, acting along $z$ only, tuned to keep $\varepsilon=80$ at small $P$. With the orientational entropy taken to leading order in the number of molecules, the fixed-$E$ variance at the example's mean field drops by about 8%, the fixed-$D$ variance by less than 0.1%, and the factor becomes about 73. The added stiffness matters less at fixed $D$, where the linear stiffness is 80 times larger. Not all of the 8% is due to the applied field: the thermal fluctuations of $P$ in this small cell already lower the variance by about 5% at zero field, and a large cell at the same field shows a drop of about 5%. An isotropic coupling, under which the lateral polarisation fluctuates strongly too, gives drops of about 11% and 0.1% and a factor of about 71.
- **Dissolved ions.** At 0.1 mol/L the cell holds 0.41 ion pairs on average. One monovalent ion spread uniformly between blocking walls has rms polarisation $eL/(\sqrt{12}\,\Omega)=2.06$ µC/cm². Independent ions would then add $2\times0.41\times(2.06/2.07)^2\approx0.8$ of the solvent's fixed-$E$ variance. Attraction between opposite ions lowers this estimate and attraction to the electrodes raises it. The example's mean voltage, about $3.3\,kT/e$, also makes the ion distribution uneven. The estimate therefore shows only the order of size.

The factor of 80 therefore describes an ion-free, linear, rigid-charge, classical film under true field control. In the example, the interface layers alone cut the fixed-voltage variance to about a third of its fixed-field value. The dissolved ions alone would add to the fixed-field variance an amount comparable with the solvent's own. The remaining values are in the numerical output.

## Table of computed values

```
MODEL TESTS (reduced units)
lattice eps, eps_inf: 6.0974, 1.5031
all thermal: var_D/var_E = 0.16401
  1/eps = 0.16401
slaved electrons, total P: ratio = 0.10911
slaved electrons, nuclear part: ratio = 0.24651
two-state dipoles, eps = 5: eps*var_D/var_E - 1
  N = 100: 1.598e-03
  N = 400: 3.999e-04
  N = 1600: 9.999e-05
quantum mode, eps = 9: var_D/var_E
  kT/(hbar omega_E) = 0.05: 0.3333
  kT/(hbar omega_E) = 1.0: 0.1702
  kT/(hbar omega_E) = 6.0: 0.1132
EXAMPLE INPUTS (round, rough regime of a water layer)
temperature = 300 K, kT = 25.85 meV
eps = 80, mean D = 2.0 uC/cm2
side = 1.5 nm, thickness = 3.0 nm
volume = 6.75 nm3
EXAMPLE RESULTS
mean field = 0.282 MV/cm
mean voltage = 0.0847 V
mean P = 1.975 uC/cm2
var P, fixed E = 4.2922 (uC/cm2)^2
var P, fixed D = 0.05365 (uC/cm2)^2
rms P, fixed E = 2.072 uC/cm2
rms P, fixed D = 0.2316 uC/cm2
variance ratio by quadrature, E over D = 80.000
rms ratio, E over D = 8.944
rms electrode charge, fixed E = 0.291 e
rms field, fixed D = 2.616 MV/cm
rms voltage, fixed D = 0.785 V
NEGLECTED EFFECTS
eps_inf = 1.8: factor for total P = 144.0
  factor for nuclear part = 44.4
libration 80 meV: var_D times 1.694
  factor E over D becomes 47.2
density = 33 /nm3, dipole = 2.3 debye
molecules = 223, saturated P = 25.3 uC/cm2
saturation: var_E times 0.916, var_D times 0.9994
  factor E over D becomes 73.3
each interface layer = 20 uF/cm2
  total vacuum-equivalent thickness = 0.0885 nm
  var at fixed voltage / var_E = 0.306
salt 0.1 mol/L: ion pairs in cell = 0.406
  rms P of one free ion = 2.056 uC/cm2
  added variance / var_E, upper estimate = 0.80
```
